# Thermal renormalization of the quadratic coefficient on a quartic polarization grid: a numerical check

```python
"""
Result under test: on a grid of cubic cells (side h, volume V = h^3) with energy
density a P^2/2 + b P^4/4 + gradient + depolarization energy, thermal fluctuations
change the quadratic coefficient to a + 3 b s2, where s2 is the local variance of P.
Because s2 depends on h, an uncorrected a gives cell-size dependent polarization.
Symbols: a, b Landau coefficients; g gradient coefficient; kT thermal energy;
p mean polarization; k3 third cumulant; A(k) stiffness of a grid mode;
m its uniform part; W lattice integral for fine cells. SI units inside.
"""
import numpy as np
from scipy import constants as const
from scipy.fft import rfftn, irfftn
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import i0e

# ---------- two coupled cells, direct quadrature (kT = V = 1) ----------
axis = np.linspace(-9.0, 9.0, 361)
X1, X2 = np.meshgrid(axis, axis, indexing="ij")


def two_cells(a, b, c, field):
    """Mean, variance, third cumulant of one cell, and uniform susceptibility."""
    energy = (a * (X1**2 + X2**2) / 2 + b * (X1**4 + X2**4) / 4
              + c * (X1 - X2)**2 / 2 - field * (X1 + X2))
    weight = np.exp(-(energy - energy.min()))
    weight /= weight.sum()
    mean = np.sum(weight * X1)
    var = np.sum(weight * (X1 - mean)**2)
    third = np.sum(weight * (X1 - mean)**3)
    chi = np.sum(weight * (X1 + X2 - 2 * mean)**2) / 2
    return mean, var, third, chi


# exact equation of state at strong coupling
mean, var, third, _ = two_cells(-0.5, 0.8, 0.5, 0.3)
state_field = (-0.5 + 3 * 0.8 * var) * mean + 0.8 * mean**3 + 0.8 * third
assert abs(state_field - 0.3) < 1e-9

# weak coupling: inverse susceptibility and quartic coefficient
a2, b2, c2 = 1.0, 0.001, 0.5
modes = np.array([a2, a2 + 2 * c2])
corr = np.array([np.mean(1 / modes), (1 / modes[0] - 1 / modes[1]) / 2])
_, var0, _, chi0 = two_cells(a2, b2, c2, 0.0)
shift_ratio = (1 / chi0 - a2) / (3 * b2 * var0)
next_ratio = (1 / chi0 - a2 - 3 * b2 * var0) / (-6 * b2**2 * np.sum(corr**3))
assert abs(shift_ratio - 1) < 0.005
assert abs(next_ratio - 1) < 0.08      # third order in b remains
p_lo = two_cells(a2, b2, c2, 0.1)[0]
p_hi = two_cells(a2, b2, c2, 0.5)[0]
b_eff = (0.5 / p_hi - 0.1 / p_lo) / (p_hi**2 - p_lo**2)
quartic_ratio = (b_eff - b2) / (-9 * b2**2 * np.mean(1 / modes**2))
assert abs(quartic_ratio - 1) < 0.10   # third order in b remains

# ---------- example parameters ----------
temperature = 600.0
kT = const.k * temperature
a_target, b, g = -6.0e8, 5.0e9, 2.0e-10
eps_background = 7.0
dipolar = 1 / (const.epsilon_0 * eps_background)
P0 = np.sqrt(-a_target / b)
cells = np.array([0.5, 0.7, 1.0]) * 1e-9
n = 8


def grid_factors(size, offset):
    """Dimensionless lattice k^2 and the fraction k_z^2/k^2 (0 at k = 0)."""
    s = 4 * np.sin(np.pi * (np.arange(size) + offset) / size)**2
    total = s[:, None, None] + s[None, :, None] + s[None, None, :]
    fraction = s[:, None, None] / np.where(total > 0, total, 1.0)
    return total, fraction


periodic = grid_factors(n, 0.0)


def stiffness(m, h, factors=periodic, dip=dipolar):
    return m + g * factors[0] / h**2 + dip * factors[1]


def variance(m, h, factors=periodic, dip=dipolar):
    return kT / h**3 * np.mean(1 / stiffness(m, h, factors, dip))


# ---------- cell-size limits of the variance ----------
W = quad(lambda u: 2 * u * i0e(2 * u * u)**3, 0, np.inf, limit=200)[0]
h_fine = 3e-12                         # formal limit, far below any real cell
fine_ratio = variance(-2 * a_target, h_fine, grid_factors(64, 0.5)) \
    / (W * kT / (g * h_fine))
assert abs(fine_ratio - 1) < 0.03      # finite grid and finite h
coarse_slope = np.log2(variance(-2 * a_target, 40e-9)
                       / variance(-2 * a_target, 20e-9))
assert abs(coarse_slope + 3) < 0.01

# ---------- formula: uncorrected and corrected grids ----------
s2_target = np.array([variance(-2 * a_target, h) for h in cells])
a_corrected = a_target - 3 * b * s2_target


def uncorrected_polarization(h):
    def balance(p2):
        return a_target + b * p2 + 3 * b * variance(2 * b * p2, h)
    return np.sqrt(brentq(balance, 0.4 * P0**2, P0**2))


P_formula = np.array([uncorrected_polarization(h) for h in cells])
s2_formula = np.array([variance(2 * b * p**2, h)
                       for p, h in zip(P_formula, cells)])


# ---------- hybrid Monte Carlo on the full quartic grid ----------
def simulate(a_values, h_values, replicas=6, runs=900, warmup=100):
    """Moments of x = P/P0; velocities are preconditioned mode by mode."""
    rng = np.random.default_rng(7)
    half = n // 2 + 1
    sites = (2, 3, 4)

    def stack(values):
        return np.array([stiffness(v, h)[:, :, :half]
                         for v, h in zip(values, h_values)])[:, None]

    scale = (h_values**3 * P0**2 / kT).reshape(-1, 1, 1, 1, 1)
    quadratic = scale * stack(a_values)
    inertia = scale * stack(np.full(len(h_values), -2 * a_target))
    quartic = scale * b * P0**2

    def forward(f):
        return rfftn(f, axes=sites)

    def back(f):
        return irfftn(f, s=(n, n, n), axes=sites)

    def total_energy(x, xk, vk):
        potential = x * back(quadratic * xk) / 2 + quartic * (x * x)**2 / 4
        kinetic = back(vk) * back(inertia * vk) / 2
        return np.sum(potential + kinetic, axis=sites)

    def acceleration(x, xk):
        return -(quadratic * xk + forward(quartic * x * x * x)) / inertia

    x = np.ones((len(h_values), replicas, n, n, n))
    steps, dt = 8, 0.1875
    moments = np.zeros((3, len(h_values), replicas))
    accepted = np.zeros((len(h_values), replicas))
    for run in range(runs):
        # Fourier amplitudes are rebuilt from the real field for every move:
        # otherwise rounding differences between doubly stored k, -k pairs,
        # which the quartic force cannot see, would grow without limit
        xk = forward(x)
        vk = forward(rng.standard_normal(x.shape)) / np.sqrt(inertia)
        start = total_energy(x, xk, vk)
        y, yk = x, xk
        vk = vk + dt / 2 * acceleration(y, yk)
        for step in range(steps):
            yk = yk + dt * vk
            y = back(yk)
            vk = vk + (dt if step < steps - 1 else dt / 2) * acceleration(y, yk)
        change = total_energy(y, yk, vk) - start
        take = np.log(rng.random(change.shape)) < -change
        if run < warmup // 2:
            # the uniform start is far from equilibrium: let every move through;
            # these configurations are discarded
            take = np.ones_like(take)
        x = np.where(take[:, :, None, None, None], y, x)
        if run >= warmup:
            x2 = x * x
            moments += np.array([x.mean(axis=sites), x2.mean(axis=sites),
                                 (x2 * x).mean(axis=sites)])
            accepted += take
    moments /= runs - warmup
    error = moments[0].std(axis=1, ddof=1) / np.sqrt(replicas)
    m1, m2, m3 = moments.mean(axis=2)
    return (m1 * P0, (m2 - m1**2) * P0**2,
            (m3 - 3 * m1 * m2 + 2 * m1**3) * P0**3,
            error * P0, accepted / (runs - warmup))


a_all = np.concatenate([np.full(3, a_target), a_corrected])
P_sim, s2_sim, k3_sim, P_err, acceptance = simulate(a_all, np.tile(cells, 2))
P_raw, P_fixed = P_sim[:3], P_sim[3:]
assert acceptance.min() > 0.5, acceptance          # no chain is frozen

# 3 b s2 with the measured variance accounts for the measured shift
measured_ratio = (-a_all - b * P_sim**2) / (3 * b * s2_sim)
assert np.all(np.abs(measured_ratio - 1) < 0.06), measured_ratio  # k3 and noise
# Gaussian variance and predicted polarization loss (next order remains)
variance_ratio = s2_sim[:3] / s2_formula
loss_ratio = (P0 - P_raw) / (P0 - P_formula)
assert np.all(np.abs(variance_ratio - 1) < 0.08), variance_ratio
assert np.all(np.abs(loss_ratio - 1) < 0.10), loss_ratio
# uncorrected grids disagree with each other, corrected grids agree
assert P_raw[2] - P_raw[0] > 10 * np.hypot(P_err[0], P_err[2])
assert np.all(np.abs(P_fixed / P0 - 1) < 0.01), P_fixed / P0

# ---------- neglected effects, at the smallest cell ----------
h0, s20 = cells[0], s2_target[0]
A0 = stiffness(-2 * a_target, h0)
G = np.fft.ifftn(kT / h0**3 / A0).real
cumulant_term = -6 * b**2 * h0**3 / kT * np.sum(G**3)
cumulant_sim = b * k3_sim[3] / P_fixed[0]
cumulant_ratio = cumulant_sim / cumulant_term
assert abs(cumulant_ratio - 1) < 0.30, cumulant_ratio   # next order and noise
quartic_drift = np.array([-9 * b * kT / h**3
                          * np.mean(1 / stiffness(-2 * a_target, h)**2)
                          for h in cells])
mode_THz = 6.0
y = const.h * mode_THz * 1e12 * np.sqrt(A0 / (-2 * a_target)) / (2 * kT)
quantum_ratio = np.mean(y / np.tanh(y) / A0) / np.mean(1 / A0)
no_dipolar_ratio = variance(-2 * a_target, h0, dip=0.0) / s20
large_grid_ratio = variance(-2 * a_target, h0, grid_factors(32, 0.5)) / s20
sextic_share = 0.1
nodes, weights = np.polynomial.hermite_e.hermegauss(10)
fifth = np.sum(weights * (P0 + np.sqrt(s20) * nodes)**5) / weights.sum()
sextic = sextic_share * -a_target / P0**4
sextic_ratio = sextic * (fifth / P0 - P0**4) / (3 * b * s20)
wall_nm = np.sqrt(2 * g / -a_target) * 1e9

# ---------- output ----------
print(f"Two cells: field from equation of state (set 0.3) = {state_field:.9f}")
print(f"Two cells: (1/chi - a)/(3 b s2) = {shift_ratio:.5f}")
print(f"Two cells: next-order term, exact/formula = {next_ratio:.3f}")
print(f"Two cells: quartic change, exact/formula = {quartic_ratio:.3f}")
print(f"Lattice integral W = {W:.5f}")
print(f"Fine-cell variance / [W kT/(g h)] = {fine_ratio:.4f}")
print(f"Coarse-cell exponent of h = {coarse_slope:.4f}")
print(f"Temperature = {temperature:.0f} K, kT = {kT / const.e * 1e3:.2f} meV")
print(f"Target a = {a_target:.2e} V m/C")
print(f"b = {b:.2e} V m^5/C^3")
print(f"g = {g:.2e} V m^3/C")
print(f"Background relative permittivity = {eps_background:.1f}")
print(f"Depolarization stiffness = {dipolar:.3e} V m/C")
print(f"Target polarization = {P0 * 100:.2f} uC/cm2")
print(f"Grid = {n} x {n} x {n} cells, acceptance: mean"
      f" {acceptance.mean():.2f}, lowest chain {acceptance.min():.2f}")
for i, h in enumerate(cells):
    print(f"--- cell side {h * 1e9:.1f} nm ---")
    print(f"Variance at target = {s2_target[i] * 1e4:.2f} (uC/cm2)^2")
    print(f"Shift 3 b s2 = {3 * b * s2_target[i]:.3e} V m/C"
          f" = {-300 * b * s2_target[i] / a_target:.2f} % of |a|")
    print(f"Uncorrected P, formula = {P_formula[i] * 100:.2f} uC/cm2")
    print(f"Uncorrected P, simulation = {P_raw[i] * 100:.2f}"
          f" +- {P_err[i] * 100:.2f} uC/cm2")
    print(f"Uncorrected variance, formula = {s2_formula[i] * 1e4:.2f},"
          f" simulation = {s2_sim[i] * 1e4:.2f} (uC/cm2)^2")
    print(f"Measured shift/(3 b measured s2) = {measured_ratio[i]:.3f}")
    print(f"Corrected a = {a_corrected[i]:.3e} V m/C")
    print(f"Corrected P, simulation = {P_fixed[i] * 100:.2f}"
          f" +- {P_err[i + 3] * 100:.2f} uC/cm2")
    print(f"Quartic coefficient drift = {quartic_drift[i] * 100:.2f} %")
print("--- neglected effects, 0.5 nm cell ---")
print(f"Third-cumulant term, formula = {cumulant_term:.2e},"
      f" simulation = {cumulant_sim:.2e} V m/C")
print(f"Quantum/classical variance ({mode_THz:.0f} THz mode)"
      f" = {quantum_ratio:.3f}")
print(f"Variance without/with depolarization = {no_dipolar_ratio:.2f}")
print(f"Variance, 32^3 grid / 8^3 grid = {large_grid_ratio:.3f}")
print(f"Sextic shift / (3 b s2), sextic force share {sextic_share:.1f}"
      f" = {sextic_ratio:.2f}")
print(f"Domain-wall length sqrt(2g/|a|) = {wall_nm:.2f} nm")
print("success")
```

Output:

```
Two cells: field from equation of state (set 0.3) = 0.300000000
Two cells: (1/chi - a)/(3 b s2) = 0.99884
Two cells: next-order term, exact/formula = 0.989
Two cells: quartic change, exact/formula = 0.986
Lattice integral W = 0.25273
Fine-cell variance / [W kT/(g h)] = 0.9903
Coarse-cell exponent of h = -2.9988
Temperature = 600 K, kT = 51.70 meV
Target a = -6.00e+08 V m/C
b = 5.00e+09 V m^5/C^3
g = 2.00e-10 V m^3/C
Background relative permittivity = 7.0
Depolarization stiffness = 1.613e+10 V m/C
Target polarization = 34.64 uC/cm2
Grid = 8 x 8 x 8 cells, acceptance: mean 0.92, lowest chain 0.90
--- cell side 0.5 nm ---
Variance at target = 74.30 (uC/cm2)^2
Shift 3 b s2 = 1.114e+08 V m/C = 18.57 % of |a|
Uncorrected P, formula = 31.10 uC/cm2
Uncorrected P, simulation = 31.10 +- 0.02 uC/cm2
Uncorrected variance, formula = 77.54, simulation = 78.26 (uC/cm2)^2
Measured shift/(3 b measured s2) = 0.992
Corrected a = -7.114e+08 V m/C
Corrected P, simulation = 34.64 +- 0.02 uC/cm2
Quartic coefficient drift = -5.80 %
--- cell side 0.7 nm ---
Variance at target = 36.09 (uC/cm2)^2
Shift 3 b s2 = 5.413e+07 V m/C = 9.02 % of |a|
Uncorrected P, formula = 33.00 uC/cm2
Uncorrected P, simulation = 33.00 +- 0.01 uC/cm2
Uncorrected variance, formula = 37.05, simulation = 37.41 (uC/cm2)^2
Measured shift/(3 b measured s2) = 0.988
Corrected a = -6.541e+08 V m/C
Corrected P, simulation = 34.62 +- 0.01 uC/cm2
Quartic coefficient drift = -3.76 %
--- cell side 1.0 nm ---
Variance at target = 15.40 (uC/cm2)^2
Shift 3 b s2 = 2.310e+07 V m/C = 3.85 % of |a|
Uncorrected P, formula = 33.96 uC/cm2
Uncorrected P, simulation = 33.95 +- 0.00 uC/cm2
Uncorrected variance, formula = 15.62, simulation = 15.74 (uC/cm2)^2
Measured shift/(3 b measured s2) = 0.998
Corrected a = -6.231e+08 V m/C
Corrected P, simulation = 34.64 +- 0.00 uC/cm2
Quartic coefficient drift = -2.07 %
--- neglected effects, 0.5 nm cell ---
Third-cumulant term, formula = -1.03e+06, simulation = -1.06e+06 V m/C
Quantum/classical variance (6 THz mode) = 1.138
Variance without/with depolarization = 1.72
Variance, 32^3 grid / 8^3 grid = 0.967
Sextic shift / (3 b s2), sextic force share 0.1 = 0.36
Domain-wall length sqrt(2g/|a|) = 0.82 nm
success
```
